# Choosing the permittivity rule in plane-wave calculations of photonic modes: verification in Python

```python
"""Plane-wave modes of a periodic dielectric from the magnetic-field equation
   curl( (1/eps) curl H ) = (omega/c)^2 H ,  div H = 0.
Results under test:
 * n plane waves without the transversality condition give n spurious
   longitudinal zero modes; a transverse basis removes only these;
 * in a layered stack the inverse rule [eps]^-1 suits tangential E, the direct
   rule [1/eps] suits normal E, and a mixed rule is best for oblique p waves.
Symbols: a = period; kappa = (k+G)a; w = omega*a/c; N = highest harmonic;
s = E parallel to layers; p = H parallel to layers; stack axis = z.
Reference for the stack: the two-layer Bloch dispersion relation.
"""
import numpy as np
from scipy.constants import c, hbar, epsilon_0, mu_0, pi
from scipy.optimize import brentq

period = 500e-9
eps_in, eps_out = 9.0, 1.0
layer_fill = 0.3
to_THz = c / (2 * pi * period) / 1e12


def fourier_matrix(harmonics, fill, inside, outside):
    """Fourier matrix of a centred box with the given side fractions."""
    diff = harmonics[:, None, :] - harmonics[None, :, :]
    box = np.prod(fill * np.sinc(diff * fill), axis=2)
    return outside * np.all(diff == 0, axis=2) + (inside - outside) * box


def permittivity_rules(harmonics, fill):
    direct = fourier_matrix(harmonics, fill, 1 / eps_in, 1 / eps_out)
    inverse = np.linalg.inv(fourier_matrix(harmonics, fill, eps_in, eps_out))
    inverse = (inverse + inverse.T) / 2
    return {"direct": np.array([direct] * 3),
            "inverse": np.array([inverse] * 3),
            "mixed": np.array([inverse, inverse, direct])}


def transverse_vectors(kappa):
    first = np.cross(kappa, [1.0, 0.0, 0.0])
    first /= np.linalg.norm(first, axis=1)[:, None]
    second = np.cross(kappa, first)
    second /= np.linalg.norm(second, axis=1)[:, None]
    return np.stack([first, second], axis=1)


def curl_operator(kappa, vectors, inverse_eps):
    curls = np.cross(kappa[:, None, :], vectors)
    blocks = np.einsum('isa,aij,jta->sitj', curls, inverse_eps, curls,
                       optimize=True)
    return blocks, curls


def stack_setup(N, kx, q):
    harmonics = np.zeros((2 * N + 1, 3))
    harmonics[:, 2] = np.arange(-N, N + 1)
    kappa = 2 * pi * harmonics + np.array([kx, 0.0, q])
    return kappa, permittivity_rules(harmonics, np.array([1, 1, layer_fill]))


def exact_lowest(kx, q, polarization):
    """Lowest root w of the two-layer dispersion relation."""
    def mismatch(w):
        k1 = np.sqrt(complex(eps_in * w**2 - kx**2))
        k2 = np.sqrt(complex(eps_out * w**2 - kx**2))
        ratio = k1 / k2
        if polarization == "p":
            ratio *= eps_out / eps_in
        p1, p2 = k1 * layer_fill, k2 * (1 - layer_fill)
        value = (np.cos(p1) * np.cos(p2)
                 - 0.5 * (ratio + 1 / ratio) * np.sin(p1) * np.sin(p2))
        return value.real - np.cos(q)
    grid = np.linspace(0.01, 4.0, 4001)
    values = np.array([mismatch(w) for w in grid])
    i = np.flatnonzero(values[:-1] * values[1:] < 0)[0]
    return brentq(mismatch, grid[i], grid[i + 1], xtol=1e-14, rtol=1e-14)


# Three-dimensional lattice: spurious modes and ordering of the two rules
print("CUBIC LATTICE OF CUBES (not converged)")
cube_fill = np.array([0.5, 0.5, 0.5])
cube_k = 2 * pi * np.array([0.3, 0.2, 0.1])
print(f"period {period*1e9:.0f} nm, eps {eps_in:.0f} in {eps_out:.0f},"
      f" cube side {cube_fill[0]:.1f} a")
print("k a/(2 pi) =", np.round(cube_k / (2 * pi), 3))
previous_direct = None
for cutoff in (1, 2):
    line = np.arange(-cutoff, cutoff + 1)
    harmonics = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
    harmonics = harmonics.astype(float)
    n = len(harmonics)
    kappa = 2 * pi * harmonics + cube_k
    rules = permittivity_rules(harmonics, cube_fill)
    spectra = {}
    for rule in ("direct", "inverse"):
        blocks, _ = curl_operator(kappa, transverse_vectors(kappa),
                                  rules[rule])
        spectra[rule] = np.linalg.eigvalsh(blocks.reshape(2 * n, 2 * n))
        cartesian = np.broadcast_to(np.eye(3), (n, 3, 3))
        blocks, _ = curl_operator(kappa, cartesian, rules[rule])
        values, vectors = np.linalg.eigh(blocks.reshape(3 * n, 3 * n))
        zero = np.abs(values) < 1e-8
        unit = kappa / np.linalg.norm(kappa, axis=1)[:, None]
        along = np.einsum('ia,aim->im', unit, vectors.reshape(3, n, -1))
        weight = np.sum(along**2, axis=0)
        assert zero.sum() == n
        assert np.allclose(values[~zero], spectra[rule], atol=1e-8)
        assert np.allclose(weight[zero], 1, atol=1e-8)
        assert np.allclose(weight[~zero], 0, atol=1e-8)
        if rule == "direct":
            print(f"{n} plane waves: {3*n} unconstrained modes,"
                  f" {zero.sum()} zero, {len(spectra[rule])} transverse")
            print(f"  least longitudinal weight of zero modes"
                  f" {weight[zero].min():.6f}")
    assert np.all(spectra["inverse"] <= spectra["direct"] + 1e-9)
    if previous_direct is not None:
        count = len(previous_direct)
        assert np.all(spectra["direct"][:count] <= previous_direct + 1e-9)
    previous_direct = spectra["direct"]
    print(f"  lowest mode: direct {np.sqrt(spectra['direct'][0])*to_THz:.3f}"
          f" THz, inverse {np.sqrt(spectra['inverse'][0])*to_THz:.3f} THz")

# Layered stack: convergence against the dispersion relation
kx = q = pi / 2
exact = {pol: exact_lowest(kx, q, pol) for pol in "sp"}
exact_axial = exact_lowest(0.0, q, "p")
print("LAYERED STACK")
print(f"high-eps layer fraction {layer_fill:.1f},"
      f" kx a/pi = {kx/pi:.2f}, q a/pi = {q/pi:.2f}")
for pol in "sp":
    print(f"reference lowest {pol} band: omega a/c = {exact[pol]:.8f},"
          f" f = {exact[pol]*to_THz:.5f} THz")
print(f"reference at kx=0: omega a/c = {exact_axial:.8f},"
      f" f = {exact_axial*to_THz:.5f} THz")

cutoffs = [10, 20, 40, 80]
cases = [("s", "direct"), ("s", "inverse"), ("p", "direct"),
         ("p", "inverse"), ("p", "mixed")]
errors = {case: [] for case in cases}
axial_errors = []
for N in cutoffs:
    kappa, rules = stack_setup(N, kx, q)
    for rule in rules:
        blocks, _ = curl_operator(kappa, transverse_vectors(kappa),
                                  rules[rule])
        assert np.max(np.abs(blocks[0, :, 1, :])) < 1e-8
        for pol, index in (("p", 0), ("s", 1)):
            if (pol, rule) in errors:
                value = np.linalg.eigvalsh(blocks[index, :, index, :])[0]
                errors[pol, rule].append(value / exact[pol]**2 - 1)
    kappa, rules = stack_setup(N, 0.0, q)
    blocks, _ = curl_operator(kappa, transverse_vectors(kappa),
                              rules["inverse"])
    value = np.linalg.eigvalsh(blocks[0, :, 0, :])[0]
    axial_errors.append(value / exact_axial**2 - 1)


def observed_order(values):
    """Power of 1/N between the second and the last cutoff."""
    return (np.log(abs(values[1] / values[-1]))
            / np.log(cutoffs[-1] / cutoffs[1]))


print("relative error of omega^2 at N =", cutoffs)
for case in cases:
    print(f"{case[0]} {case[1]:8s}",
          " ".join(f"{e:+.3e}" for e in errors[case]),
          f" order {observed_order(errors[case]):.2f}")
print("p inverse, kx=0", " ".join(f"{e:+.3e}" for e in axial_errors),
      f" order {observed_order(axial_errors):.2f}")

for case in (("s", "direct"), ("s", "inverse"), ("p", "direct")):
    assert np.all(np.array(errors[case]) > 0)
    assert np.all(np.diff(errors[case]) < 0)
assert errors["p", "inverse"][-1] < 0
for case in (("s", "direct"), ("p", "direct"), ("p", "inverse")):
    assert 0.8 < observed_order(errors[case]) < 1.2
assert 2.7 < observed_order(errors["s", "inverse"]) < 3.3
assert 2.7 < observed_order(axial_errors) < 3.3
assert observed_order(errors["p", "mixed"]) > 2
assert abs(errors["p", "mixed"][-1]) < 0.1 * min(
    abs(errors["p", "direct"][-1]), abs(errors["p", "inverse"][-1]))

# Quantized p modes: real-space energy and orthogonality
N_field = 40
kappa, rules = stack_setup(N_field, kx, q)
blocks, curls = curl_operator(kappa, transverse_vectors(kappa),
                              rules["mixed"])
values, vectors = np.linalg.eigh(blocks[0, :, 0, :])
w_modes, h_modes = np.sqrt(values[:3]), vectors[:, :3]
omega_modes = w_modes * c / period
box_side = 4 * period
volume = box_side**3
h_amplitude = np.sqrt(hbar * omega_modes / (2 * mu_0 * volume))


def vacuum_electric_field(z):
    """Electric mode functions in V/m; z in periods, from -0.15 to 0.85."""
    phase = np.exp(1j * np.outer(z, kappa[:, 2]))
    eps = np.where(np.abs(z) < layer_fill / 2, eps_in, eps_out)
    curl_h = curls[:, 0, :]
    ex = phase @ (rules["inverse"][0] @ (curl_h[:, 0, None] * h_modes))
    ez = phase @ (curl_h[:, 2, None] * h_modes) / eps[:, None]
    scale = -h_amplitude / (omega_modes * epsilon_0 * period)
    return ex * scale, ez * scale, eps


nodes, weights = np.polynomial.legendre.leggauss(300)
half_in, half_out = layer_fill / 2, (1 - layer_fill) / 2
z = np.concatenate([half_in * nodes, 0.5 + half_out * nodes])
dz = np.concatenate([half_in * weights, half_out * weights])
ex, ez, eps = vacuum_electric_field(z)
weighted = (dz * eps)[:, None]
overlap = ex.conj().T @ (weighted * ex) + ez.conj().T @ (weighted * ez)
electric_energy = 0.5 * epsilon_0 * volume * overlap
quantum = hbar * np.sqrt(np.outer(omega_modes, omega_modes))
assert np.allclose(electric_energy / quantum, np.eye(3) / 4, atol=1e-8)

magnetic = np.exp(1j * np.outer(z, kappa[:, 2])) @ h_modes[:, 0]
magnetic_energy = (0.5 * mu_0 * volume * h_amplitude[0]**2
                   * np.sum(dz * np.abs(magnetic)**2))
assert abs(magnetic_energy / quantum[0, 0] - 0.25) < 1e-8

centre_x, centre_z, _ = vacuum_electric_field(np.array([0.0, 0.5]))
centre_field = np.sqrt(np.abs(centre_x[:, 0])**2 + np.abs(centre_z[:, 0])**2)
print("VACUUM FIELD OF LOWEST P MODE")
print(f"mixed rule N = {N_field}, f = {w_modes[0]*to_THz:.5f} THz")
print(f"box side {box_side*1e6:.1f} um, volume {volume*1e18:.1f} um^3")
print(f"photon energy {hbar*omega_modes[0]:.5e} J")
print(f"electric energy/(hbar omega) {electric_energy[0,0].real/quantum[0,0]:.6f}")
print(f"magnetic energy/(hbar omega) {magnetic_energy/quantum[0,0]:.6f}")
off_diagonal = electric_energy / quantum - np.diag(
    np.diag(electric_energy / quantum))
print(f"largest scaled overlap of 3 modes {np.max(np.abs(off_diagonal)):.1e}")
print(f"cell rms magnetic field H {h_amplitude[0]:.5f} A/m")
print(f"rms E at high-eps layer centre {centre_field[0]:.2f} V/m")
print(f"rms E at low-eps layer centre {centre_field[1]:.2f} V/m")
print("OK")
```

It prints:

```
CUBIC LATTICE OF CUBES (not converged)
period 500 nm, eps 9 in 1, cube side 0.5 a
k a/(2 pi) = [0.3 0.2 0.1]
27 plane waves: 81 unconstrained modes, 27 zero, 54 transverse
  least longitudinal weight of zero modes 1.000000
  lowest mode: direct 199.443 THz, inverse 176.391 THz
125 plane waves: 375 unconstrained modes, 125 zero, 250 transverse
  least longitudinal weight of zero modes 1.000000
  lowest mode: direct 195.438 THz, inverse 181.230 THz
LAYERED STACK
high-eps layer fraction 0.3, kx a/pi = 0.50, q a/pi = 0.50
reference lowest s band: omega a/c = 1.13708462, f = 108.50846 THz
reference lowest p band: omega a/c = 1.59099057, f = 151.82330 THz
reference at kx=0: omega a/c = 0.82601869, f = 78.82441 THz
relative error of omega^2 at N = [10, 20, 40, 80]
s direct   +4.816e-02 +2.474e-02 +1.251e-02 +6.273e-03  order 0.99
s inverse  +1.913e-05 +2.458e-06 +3.095e-07 +3.875e-08  order 2.99
p direct   +1.574e-02 +8.108e-03 +4.108e-03 +2.064e-03  order 0.99
p inverse  -1.759e-02 -9.101e-03 -4.657e-03 -2.360e-03  order 0.97
p mixed    -1.606e-05 -2.024e-06 -2.500e-07 -3.089e-08  order 3.02
p inverse, kx=0 +1.037e-05 +1.330e-06 +1.674e-07 +2.096e-08  order 2.99
VACUUM FIELD OF LOWEST P MODE
mixed rule N = 40, f = 151.82328 THz
box side 2.0 um, volume 8.0 um^3
photon energy 1.00599e-19 J
electric energy/(hbar omega) 0.250000
magnetic energy/(hbar omega) 0.250000
largest scaled overlap of 3 modes 7.8e-14
cell rms magnetic field H 70.73466 A/m
rms E at high-eps layer centre 8269.53 V/m
rms E at low-eps layer centre 27157.41 V/m
OK
```
